\section*{Tilted fields and the g-factor of K-valley holes in monolayer WSe2}

\section{A splitting that ignores most of the field}

Take a model of holes in monolayer WSe$_2$ with a field of 10 T along the layer normal. Tilt the sample by $75^\circ$ and raise the magnet so that the normal component stays at 10 T. The total field grows from 10 to 38.6 T, yet the Zeeman splitting of the holes, 5.79 meV, changes by only $5\times10^{-5}$ meV. An ordinary spin splitting would have grown by a factor of 3.9.

The tilted-field coincidence method depends on that missing growth. Its premise is that tilting changes the ratio of Zeeman to cyclotron energy until Landau levels of opposite spin coincide. The angle of coincidence then gives the product of $g$-factor and mass. The holes described here violate the premise.

\section{The counter-example}

Let $\theta$ be the angle between field and layer normal, $B_\perp=B\cos\theta$ and $B_\parallel=B\sin\theta$. The mass $m$ is in units of the electron mass $m_e$. Since $\mu_B=\hbar e/(2m_e)$, the cyclotron energy is
\begin{equation}
E_c=\frac{\hbar eB_\perp}{m\,m_e}=\frac{2\mu_BB_\perp}{m}.
\label{ec}
\end{equation}
An ordinary carrier with an isotropic $g$-factor has $E_Z=g\mu_BB$, so
\begin{equation}
\frac{E_Z}{E_c}=\frac{gm}{2\cos\theta},\qquad
\cos\theta_j=\frac{gm}{2j}.
\label{ordinary}
\end{equation}
The second relation sets the ratio equal to an integer $j$, which is when two ladders of spacing $E_c$ coincide.

The example uses $m=0.45$ and, for the holes, $E_Z=G\mu_BB_\perp$ with $G=10.0$. Here $G$ describes the full splitting between the two valleys; a convention that assigns a moment to each valley separately has half this value. At zero tilt $E_c=2.573$ meV and
\begin{equation}
r\equiv\frac{E_Z}{E_c}=\frac{5.790}{2.573}=2.25 .
\end{equation}

Suppose first that these numbers belonged to an ordinary carrier with $g=10.0$. Equation (\ref{ordinary}) puts the first coincidence at $\cos\theta_3=2.25/3=0.75$, or $41.4^\circ$. Five more follow before $75^\circ$, the next at $55.8^\circ$. A scan of the explicit ladders at fixed $B_\perp$ finds all six.

For the locked holes the same scan finds none. Where both ladders are present, the smallest gap stays at $0.2505\,E_c$ over the whole range. Nor can the slope of $r$ against $1/\cos\theta$ be used: in (\ref{ordinary}) it equals $gm/2$, but here it is practically zero. Read as for an ordinary carrier, it would give $g\approx0$ for holes with $G=10.0$.

\section{The correct statement}

Consider holes in the upper spin-split branch of the valence band, which is spin up at $K$ and spin down at $K'$. Let $\Delta$ be the spin-orbit splitting and $g_0=2.0023$ the free-spin $g$-factor. Within the model below, for $\mu_BB\ll\Delta$,
\begin{equation}
\frac{E_Z}{E_c}=\frac{Gm}{2}
\left[1+O\!\left(\frac{\mu_B^2B_\parallel^2}{\Delta^2}\right)\right],
\qquad G=2L+g_0,
\label{statement}
\end{equation}
where $L$ is the orbital moment along the normal in Bohr magnetons. Tilt therefore provides no useful coincidence angle. The statement concerns the tilt method; it does not make $G$ unmeasurable.

\subsection{Why there is no linear in-plane response}

Spin-orbit locking by itself would account only for the spin part of $E_Z$. Symmetry covers spin and orbit together. A rotation by $120^\circ$ about the normal maps the point $K$ onto itself, up to a reciprocal lattice vector. The band-edge state there is nondegenerate once spin-orbit coupling has split it, so the rotation changes it only by a phase. The expectation value of its magnetic moment must then be unchanged by the rotation. A nonzero in-plane vector cannot satisfy this, so the in-plane moment vanishes and the energy has no term linear in $B_\parallel$.

Without spin-orbit coupling the two spin states are degenerate at zero field. The argument then fails, because the field may select any spin direction.

A ten-state $d$ shell shows both cases. At $K$ the orbital $m_l=2$ lies lowest, with $m_l=0$, $\pm1$ and $-2$ higher by 1700, 3000 and 3500 meV; at $K'$ the signs of $m_l$ are reversed. The spin-orbit term is $(\Delta/2)\,\mathbf L\cdot\mathbf S$ with $\Delta=450$ meV; mixing of the lower spin state with $m_l=1$ raises the actual zero-field splitting to 465 meV. With this term removed, tilting to $75^\circ$ raises the spin splitting inside a valley from 1.159 to 4.478 meV, in proportion to the total field. With the term present, the change is 0.017 meV. At $B_\perp=0$ the upper state shifts by 0.0069 meV at $B_\parallel=37.3$ T and by 0.0276 meV at twice that field: the response is quadratic. This shell illustrates the selection rule and is not a band calculation; its valley splitting, 3.47 meV, is not that of the main example.

\subsection{The splitting in a tilted field}

Let $\tau=+1$ at $K$ and $-1$ at $K'$, and let $s_x,s_y,s_z$ be Pauli matrices. Energies are those of valence electrons; hole energies have the opposite sign. With the in-plane field along $x$,
\begin{equation}
H_\tau=-\frac{\pi^2}{2m\,m_e}+\tau\frac{\Delta}{2}s_z
+b_zs_z+b_xs_x+\tau L\mu_BB_\perp ,
\label{model}
\end{equation}
where $\boldsymbol\pi$ is the kinetic momentum in the layer, $b_z=g_0\mu_BB_\perp/2$ and $b_x=g_0\mu_BB_\parallel/2$. Both spin branches have the same mass here, so the kinetic term commutes with the spin terms and their eigenvalues add. The kinetic levels are $-E_c(n+\tfrac12)$.

The spin matrix is $(\tau\Delta/2+b_z)s_z+b_xs_x$. Its eigenvalues are plus and minus the length of the vector multiplying the Pauli matrices. Since $\tau^2=1$, the upper one is
\begin{equation}
R_\tau=\sqrt{\left(\frac{\Delta}{2}+\tau b_z\right)^2+b_x^2}.
\end{equation}
The difference between the valleys at equal $n$ is $E_Z=2L\mu_BB_\perp+R_+-R_-$. To simplify it, note that
\begin{equation}
R_+^2-R_-^2=\left(\frac{\Delta}{2}+b_z\right)^2
-\left(\frac{\Delta}{2}-b_z\right)^2=2\Delta b_z .
\end{equation}
Division by $R_++R_-$ gives
\begin{equation}
E_Z=2L\mu_BB_\perp+\frac{2\Delta b_z}{R_++R_-}.
\label{exact}
\end{equation}
For $b_z,b_x\ll\Delta$ the sum in the denominator is
\begin{equation}
R_++R_-\simeq2\sqrt{\frac{\Delta^2}{4}+b_x^2}
\simeq\Delta\left(1+\frac{2b_x^2}{\Delta^2}\right),
\end{equation}
and therefore
\begin{equation}
E_Z\simeq2L\mu_BB_\perp+2b_z\left(1-\frac{2b_x^2}{\Delta^2}\right).
\label{expanded}
\end{equation}
Because $2b_z=g_0\mu_BB_\perp$, the leading part is $(2L+g_0)\mu_BB_\perp$. Division by (\ref{ec}) gives (\ref{statement}).

In the example $L=4$, $\Delta=450$ meV and $2b_z=1.159$ meV. At $75^\circ$, $b_x=b_z\tan\theta=0.5795\times3.732=2.163$ meV. The predicted fall of $E_Z$ is
\begin{equation}
1.159\times2\left(\frac{2.163}{450}\right)^2\ \mathrm{meV}
=5.35\times10^{-5}\ \mathrm{meV},
\end{equation}
in agreement with direct diagonalization. Each valley edge does move, by about $b_x^2/\Delta=0.010$ meV, but both move the same way and the shift cancels in $E_Z$.

\subsection{The opposite limit}

The spin unlocks when $b_x$ becomes comparable with $\Delta/2$, that is, at $B_\parallel=\Delta/(g_0\mu_B)\approx3900$ T in the example. The limit $\Delta\to0$ shows what locking suppresses. Each valley then has two spin states,
\begin{equation}
E_{\tau,\pm}=\tau L\mu_BB_\perp\pm\tfrac12g_0\mu_BB ,
\end{equation}
apart from the kinetic energy. Spin levels within one valley coincide when $g_0m/(2\cos\theta)=j$. Such an angle gives $g_0m$ and not $Gm$, because the orbital splitting still follows $B_\perp$. Levels of opposite spin in different valleys can also coincide, when $Lm\pm g_0m/(2\cos\theta)$ is an integer. With the example's $m$ and $L$ the first of these coincidences, at $55.7^\circ$, comes before the first one within a valley, at $63.2^\circ$, so an observed angle must be assigned to the right pair of levels before it is used.

\section{Effects left out of the simple Hamiltonian}

\subsection{Gate-induced Rashba coupling}

A gate field adds $\alpha(k_xs_y-k_ys_x)$, with $\mathbf k=\boldsymbol\pi/\hbar$. For electrons of charge $-e$, $[k_x,k_y]=-i/l^2$, where $l^2=\hbar/(eB_\perp)$. At $K$ the coupling from the upper to the lower spin state is
\begin{equation}
V=\langle\downarrow|H|\uparrow\rangle=b_x+i\alpha(k_x+ik_y).
\end{equation}
The lower state lies about $\Delta$ below, so second-order perturbation theory raises the upper one by $V^\dagger V/\Delta$. Multiplying out,
\begin{align}
V^\dagger V&=[b_x-i\alpha(k_x-ik_y)]\,[b_x+i\alpha(k_x+ik_y)]\nonumber\\
&=b_x^2-2\alpha b_xk_y+\alpha^2\left(k^2+i[k_x,k_y]\right).
\end{align}
The commutator term is $+1/l^2$. At $K'$ the spins are exchanged, $V=b_x-i\alpha(k_x-ik_y)$, and the operators appear in the opposite order, which reverses the commutator. The added energy is thus
\begin{equation}
\delta H_\tau=\frac{1}{\Delta}\left[b_x^2-2\alpha b_xk_y
+\alpha^2\left(k^2+\frac{\tau}{l^2}\right)\right].
\label{rashba}
\end{equation}

The term linear in $k_y$ is the only one that combines tilt with Rashba coupling. Write the total quadratic term as $-Ak^2$ and set $c=2\alpha b_x/\Delta$. Completing the square,
\begin{equation}
-Ak^2-ck_y=-A\left[k_x^2+\left(k_y+\frac{c}{2A}\right)^2\right]
+\frac{c^2}{4A}.
\end{equation}
A constant added to $k_y$ leaves the commutator, and hence the level spacing, unchanged. The final constant is the same in both valleys.

The remaining terms alter the ratio without making it depend on tilt. The term $\tau\alpha^2/(\Delta l^2)$ raises $E_Z$ by $2\alpha^2/(\Delta l^2)$. Since $k^2=(2n+1)/l^2$, the term $\alpha^2k^2/\Delta$ lowers the spacing $E_c$ by the same amount. For $\alpha=10$ meV nm this amount is 0.00675 meV; the Landau-level matrix gives 0.00670 meV. The difference, about 0.8\%, comes from the energy denominator, which at $K$ is $\Delta+E_c+2b_z$ rather than $\Delta$. At $K'$ the denominator is $\Delta-E_c-2b_z$, and the spacing there falls by 0.00681 meV.

If the lower branch is also given a mass of 0.60, the ratio is 2.25904 at zero tilt and 2.25903 at $75^\circ$. Enlarging the basis from 60 to 100 Landau levels moves it by about $5\times10^{-12}$.

\subsection{Finite thickness}

In a layer of finite thickness $B_\parallel$ also acts on the orbital motion. Represent the thickness by a parabolic well of frequency $\omega_0$ and an isotropic mass, and let $\omega_z$ and $\omega_x$ be the cyclotron frequencies of $B_\perp$ and $B_\parallel$. For a quadratic Hamiltonian the quantum level spacings are the classical frequencies, so the equations of motion suffice:
\begin{equation}
\dot v_x=-\omega_zv_y,\quad
\dot v_y=\omega_zv_x-\omega_xv_z,\quad
\dot v_z=\omega_xv_y-\omega_0^2z .
\end{equation}
At frequency $\omega$, the last equation gives $z=\omega_xv_y/(\omega_0^2-\omega^2)$. Differentiating the second and inserting the other two gives
\begin{equation}
-\omega^2=-\omega_z^2-\omega_x^2
+\frac{\omega_x^2\omega_0^2}{\omega_0^2-\omega^2}
=-\omega_z^2+\frac{\omega_x^2\omega^2}{\omega_0^2-\omega^2}.
\end{equation}
For $\omega\ll\omega_0$ this becomes $\omega^2(1+\omega_x^2/\omega_0^2)\simeq\omega_z^2$, or $\omega\simeq\omega_z(1-\omega_x^2/2\omega_0^2)$. An rms half-thickness of 0.15 nm corresponds to $\hbar\omega_0=3763$ meV. At $75^\circ$ the cyclotron energy then falls by $3.3\times10^{-6}$ of itself. This figure depends on the assumed thickness and on the isotropic mass. For an rms half-thickness $z_0$ and a mass $m_z$ along the normal, the relative fall is $2(m_z/m)(z_0/l)^4\tan^2\theta$. It is $5\times10^{-5}$ for $z_0=0.30$ nm, and $1.6\times10^{-5}$ for $z_0=0.15$ nm with $m_z=5m$; both are still far too small to give a useful coincidence angle. A much thicker layer would not be protected in this way.

\subsection{Intervalley disorder}

Let $W$ be the orbital matrix element of a spin-independent potential between Landau levels of different valleys. Such a potential cannot reverse the spin, so without Rashba coupling it does not connect the locked states at $B_\parallel=0$. The in-plane field admixes the opposite spin with amplitude $b_x/\Delta$ in each valley. Each admixture contributes once, giving a coupling
\begin{equation}
w\simeq\frac{2b_xW}{\Delta}.
\end{equation}
For $W=1$ meV at $75^\circ$, $w=0.0096$ meV. Two levels separated by $\delta$ repel to $\sqrt{\delta^2+4w^2}\simeq\delta+2w^2/\delta$. For the smallest gap, $\delta=0.644$ meV, the increase would be about $3\times10^{-4}$ meV. The two levels at this gap have different $n$, so the estimate applies to a potential that varies within the layer; a uniform one connects only equal $n$. For a varying potential the effect becomes important if $r$ happens to lie so close to an integer that $\delta$ is comparable with $w$.

Rashba coupling also admixes the opposite spin, and it does so without tilt. For a uniform potential it replaces $b_x$ in $w$ by $b_x+i\alpha(k_x+ik_y)$; a varying potential does not commute with $\mathbf k$, and the average of the two operator orders must be taken. The added part connects level $n$ at $K$ with level $n+1$ at $K'$, even for a uniform potential, with strength $2\alpha W\sqrt{2(n+1)}/(l\Delta)$. For $\alpha=10$ meV nm, $W=1$ meV and $n=0$ this is 0.0077 meV, comparable with the effect of the tilt.

\subsection{Interactions}

Project the many-body problem onto the two locked states. Without Rashba coupling, the uniform in-plane Zeeman term has no matrix element within one valley, because it reverses the spin. It has none between valleys either, because it cannot supply the momentum difference. The Coulomb interaction does not depend on the field direction. At fixed $B_\perp$ and density, the projected problem is therefore independent of tilt in the thin-layer limit. Rashba coupling adds the term linear in $k_y$ of (\ref{rashba}), but the constant shift of $k_y$ that removes it is, to leading order in $1/\Delta$, the same for every hole and leaves the Coulomb interaction unchanged. Exchange may change $G$ strongly, but at this order it does not restore a dependence on tilt.

In the model (\ref{model}), with equal masses and a spin-independent interaction that conserves the valley, the interaction commutes with a rotation of all spins in one valley. It then does not mix the two branches, and while the lower branch stays empty the tilt enters only through $R_\tau$. With unequal masses or Rashba coupling this symmetry is lost, and the projection is an approximation that relies on the Coulomb energy being small against $\Delta$. With $l=8.1$ nm and an assumed dielectric constant $\varepsilon=4$, $e^2/(4\pi\varepsilon_0\varepsilon l)$ is 44 meV. This is a tenth of $\Delta$ but 17 times $E_c$, so treating the holes as independent is not justified by the energies.

\section{What can be measured instead}

In the model the ratio can be read from the gaps. The valence levels at $K$ lie above those at $K'$, so holes enter $K$ first. Measured from the first level in units of $E_c$, the $K$ levels lie at $0,1,2,\ldots$ and the $K'$ levels begin at $r$. For $r>1$, the number of full gaps before the first smaller one is the integer part of $r$, and the smaller gap is its fractional part.

At $75^\circ$ the first gaps are 2.573, 2.573, 0.644 and 1.928 meV. Hence
\begin{equation}
r=2+\frac{0.644}{2.573}=2.25,\qquad
G=\frac{2r}{m}=\frac{2\times2.25}{0.45}=10.0 .
\end{equation}
When the gaps are known in energy units, as here, a full gap equals $E_c$ and (\ref{ec}) gives the mass, $m=2\mu_BB_\perp/E_c=0.45$. When only their ratios are known, the mass must come from a separate measurement, for instance from the temperature dependence of the oscillations.

At higher filling the gaps alternate between $0.25E_c$ and $0.75E_c$. The larger gap falls at even filling factors. This excludes $r=1.25$ and $2.75$, for which it falls at odd ones. The same pattern with the same parity still fits $r=0.25$, $1.75$ or $3.75$, and in general $\pm r$ plus an even integer, so both the integer part and the choice between the fractions 0.25 and 0.75 need further information. The example density of $4\times10^{12}$ cm$^{-2}$ corresponds to filling factor 16.5, or $2.4\times10^{11}$ cm$^{-2}$ per level. The three levels that precede the first $K'$ level are full at only $7\times10^{11}$ cm$^{-2}$.

\section{The model and real devices}

The mass, $\Delta$ and $G$ are round values of roughly the right size for WSe$_2$; $\alpha$ and $W$ are chosen to size effects and are not known for a given device. At $4\times10^{12}$ cm$^{-2}$ the lower spin branch is empty, since in this model it starts to fill near $8\times10^{13}$ cm$^{-2}$. At 0.3 K, $k_BT=0.026$ meV is well below the smallest gap. For a mobility of $10^4$ cm$^2$/Vs, $\hbar/\tau_s=0.26$ meV with $\tau_s$ the transport scattering time; this is 40\% of that gap. The lifetime that broadens the levels can be shorter than $\tau_s$, so the minimum belonging to this gap would be at least partly smeared. The assumption that real devices break most clearly is that of independent holes. For a full lowest level the unscreened exchange energy is $\sqrt{\pi/2}$ times the Coulomb energy found above, or 56 meV, which is ten times the bare $E_Z$. Screening and level mixing reduce it, but the effective $G$ can still differ strongly from the bare one and vary with density, so a value found from the first few levels need not apply at higher density. This changes $r$, and with it the gap pattern, but by the projection argument it does not create a coincidence angle. The numerical output below lists most of the values used here.

\section*{Calculated quantities}
\begin{verbatim}
hole mass: 0.45 m_e; lower-branch mass: 0.60 m_e
spin-orbit splitting: 450 meV
orbital moment L: 4.0 muB; free-spin g0: 2.0023
valley G = 2L + g0: 10.0023
perpendicular field: 10.0 T; largest tilt: 75 deg
at largest tilt: B_par 37.32 T, B_total 38.64 T
cyclotron energy: 2.5726 meV
valley Zeeman energy, no tilt: 5.789724 meV
valley Zeeman energy, largest tilt: 5.789671 meV
its drop, diagonalized: 5.354e-05 meV
its drop, formula: 5.354e-05 meV
E_Z/E_c locked, no tilt: 2.25052
E_Z/E_c locked, largest tilt: 2.25050
E_Z/E_c ordinary, largest tilt: 8.6953
ordinary coincidence orders j: 3 4 5 6 7 8
angles from scan (deg): 41.40 55.76 63.24 67.98 71.24 73.66
angles from formula (deg): 41.39 55.76 63.25 67.97 71.25 73.66
locked smallest gap over all tilts: 0.25050 to 0.25052 E_c
d shell valley splitting, no tilt: 3.474372 meV
d shell valley splitting, largest tilt: 3.474328 meV
d shell in-plane shift at B_par: 0.00689 meV
d shell in-plane shift at 2 B_par: 0.02756 meV
spin splitting without spin-orbit, no tilt: 1.1590 meV
spin splitting without spin-orbit, tilted: 4.4781 meV
tilt change of spin splitting with spin-orbit: 0.0169 meV
Rashba coefficient: 10.0 meV nm
magnetic length: 8.113 nm
Rashba shift, formula: 0.00675 meV
Rashba rise of E_Z: 0.00670 meV
Rashba fall of E_c: 0.00670 meV
ratio with Rashba and unequal masses, no tilt: 2.25904
same ratio, largest tilt: 2.25903
basis shift of that ratio (60 to 100 levels): 4.7e-12
first hole gaps (meV): 2.5726 2.5726 0.6444 1.9282 0.6444 1.9282
full gaps before the fractional one: 2
ratio from gaps: 2.2505; G from gaps: 10.0022
rms half-thickness: 0.15 nm; confinement: 3763 meV
relative fall of E_c from thickness: 3.26e-06
intervalley disorder W: 1.0 meV
valley coupling it gives at largest tilt: 0.00961 meV
smallest gap: 0.6444 meV = 7.48 K
temperature: 0.3 K; kT: 0.0259 meV
mobility: 10000 cm2/Vs; hbar/tau: 0.2573 meV
hole density: 4.0e+12 cm^-2; filling factor: 16.54
density where lower spin branch fills: 8.46e+13 cm^-2
in-plane field that would unlock the spin: 3883 T
\end{verbatim}
